# Does a colossal ceramic permittivity require giant dipoles?

## The argument under review

The argument concerns a polycrystalline ceramic pellet with grains about 10 μm across. Its capacitance at 1 kHz, converted with the parallel-plate formula, gives a relative permittivity near $4\times10^4$. The loss tangent is about 0.025, and the permittivity falls in a single Debye step near 450 kHz. The authors reason in three steps:

1. The permittivity measures how strongly the molecules or the lattice polarize.
2. A Debye step is the signature of reorienting dipoles.
3. The crystal must therefore contain exceptionally large or numerous dipoles.

The measurements are not in dispute. The difficulty begins with the first step, which treats the pellet as homogeneous. The parallel-plate formula returns a number for any two-terminal sample, whatever its internal structure. The question is whether a pellet made of ordinary dielectrics could return the same number and the same spectrum, and, if so, how the number would depend on grain size.

## A pellet with ordinary constituents

Suppose that the grains conduct moderately well and that thin, poorly conducting barriers separate them. Let $a$ be the thickness of a grain interior, $t$ that of one barrier, and $L=a+t$ the repeat length, called the grain period. Grain and barrier have relative permittivities $\varepsilon_g,\varepsilon_b$ and conductivities $\sigma_g,\sigma_b$, all real and independent of frequency. The response is linear and conduction is local and ohmic. Carrier diffusion is neglected, so interface charge is treated as a sheet. This requires $2\lambda\varepsilon_b/\varepsilon_g\ll t$, where $\lambda$ is the screening length in the grain. The layers are first taken as flat and perpendicular to the field; cubic grains are treated later. SI units are used, since these are macroscopic quantities.

With time factor $e^{+i\omega t'}$, where $t'$ is time, the total current density in layer $k$ is the sum of conduction and displacement currents:

$$J=\sigma_kE_k+i\omega\varepsilon_0\varepsilon_kE_k=i\omega\varepsilon_0\varepsilon_k^*E_k,\qquad \varepsilon_k^*=\varepsilon_k+\frac{\sigma_k}{i\omega\varepsilon_0}.$$

Charge conservation makes $J$ the same in every layer. The apparent permittivity $\varepsilon^*=\varepsilon'-i\varepsilon''$ is defined by $J=i\omega\varepsilon_0\varepsilon^*\bar E$, where $\bar E$ is the voltage per unit length. Over one period the voltages add, $L\bar E=aE_g+tE_b$. Substituting each field in terms of $J$ and cancelling $J/(i\omega\varepsilon_0)$ gives

$$\frac{L}{\varepsilon^*}=\frac{a}{\varepsilon_g^*}+\frac{t}{\varepsilon_b^*}.\tag{1}$$

## The Debye step does not identify dipoles

Neither constituent has a relaxation of its own. To see what the combination does, write $s=i\omega\varepsilon_0$, so that $\varepsilon_k^*=(s\varepsilon_k+\sigma_k)/s$. Equation (1) becomes

$$\varepsilon^*=\frac{L\,(s\varepsilon_g+\sigma_g)(s\varepsilon_b+\sigma_b)}{s\,(C+Ps)},\qquad P=a\varepsilon_b+t\varepsilon_g,\quad C=a\sigma_b+t\sigma_g.$$

This is a ratio of two quadratics in $s$ with simple poles at $s=0$ and $s_0=-C/P$. It therefore has the partial-fraction form

$$\varepsilon^*=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau}+\frac{\sigma_{dc}}{i\omega\varepsilon_0},\qquad \tau=\frac{\varepsilon_0P}{C}.\tag{2}$$

The limit $s\to\infty$ gives $\varepsilon_\infty=L\varepsilon_g\varepsilon_b/P$. Multiplying by $s$ and letting $s\to0$ gives $\sigma_{dc}=L\sigma_g\sigma_b/C$. For the remaining coefficient, multiply by $C+Ps$ and set $s=s_0$. The Debye term contributes $C\Delta\varepsilon$ and the other two vanish, so

$$C\,\Delta\varepsilon=\frac{L}{s_0}(s_0\varepsilon_g+\sigma_g)(s_0\varepsilon_b+\sigma_b).$$

The two brackets follow from the definitions of $P$ and $C$:

$$s_0\varepsilon_g+\sigma_g=\frac{P\sigma_g-C\varepsilon_g}{P}=\frac{a(\varepsilon_b\sigma_g-\varepsilon_g\sigma_b)}{P},$$

$$s_0\varepsilon_b+\sigma_b=\frac{P\sigma_b-C\varepsilon_b}{P}=-\frac{t(\varepsilon_b\sigma_g-\varepsilon_g\sigma_b)}{P}.$$

Their product is negative, and so is $1/s_0=-P/C$. The two signs cancel:

$$\Delta\varepsilon=\frac{L\,a\,t\,(\varepsilon_b\sigma_g-\varepsilon_g\sigma_b)^2}{C^2P}\ge0.\tag{3}$$

The layered pellet thus has a single Debye step, plus a dc conduction term, although no dipole in it reorients. The step vanishes when $\varepsilon_g/\sigma_g=\varepsilon_b/\sigma_b$. In that case the fields that carry equal conduction currents also carry equal displacement currents, and no charge needs to collect at the interfaces. Otherwise charge does collect, and $\tau$ is the time it takes. The second step of the argument fails: the spectral shape is compatible with dipoles but does not single them out.

## The height of the plateau

For the low-frequency value of $\varepsilon'$, expand each term of equation (1) in small $s$:

$$\frac1{\varepsilon_k^*}=\frac{s}{\sigma_k+s\varepsilon_k}=\frac{s}{\sigma_k}-\frac{s^2\varepsilon_k}{\sigma_k^2}+\dots$$

With $R=a/\sigma_g+t/\sigma_b$ and $Q=a\varepsilon_g/\sigma_g^2+t\varepsilon_b/\sigma_b^2$, this gives $L/\varepsilon^*=sR-s^2Q+\dots$, and inversion yields

$$\varepsilon^*=\frac{L}{sR}+\frac{LQ}{R^2}+\dots$$

The first term is imaginary and describes dc conduction. The second is the static value $\varepsilon_s=\varepsilon_\infty+\Delta\varepsilon$. Define the ratio of grain resistance to barrier resistance,

$$r=\frac{a/\sigma_g}{t/\sigma_b}=\frac{a\sigma_b}{t\sigma_g}.$$

Then $R=(t/\sigma_b)(1+r)$ and $Q=(t/\sigma_b^2)(\varepsilon_b+r\varepsilon_g\sigma_b/\sigma_g)$, so that

$$\varepsilon_s=\frac{L}{t}\,\frac{\varepsilon_b+r\,\varepsilon_g\,\sigma_b/\sigma_g}{(1+r)^2}.\tag{4}$$

When the barriers dominate the resistance, $r\ll1$. For grains much thicker than barriers this also implies $\sigma_b\ll\sigma_g$, so with ordinary permittivities the second term in the numerator is negligible. Then

$$\boxed{\varepsilon_{app}\simeq\varepsilon_b\,\frac{L}{t}}\qquad(r\ll1,\ \omega\tau\ll1).\tag{5}$$

Nearly all the voltage falls across the barriers. The pellet is a chain of thin capacitors joined by conductors, but the parallel-plate formula divides by the full thickness of the pellet. If $t$ and $\varepsilon_b$ do not change with grain size, larger grains mean fewer barriers per unit length, and the apparent permittivity rises in proportion to $L$.

The opposite limit shows why $r\ll1$ is needed. For $r\gg1$ with $a\gg t$, the first part of equation (4) tends to $\varepsilon_bL/(tr^2)$, which falls as $1/L$. The second tends to $(L/t)\,\varepsilon_g\sigma_b/(r\sigma_g)=\varepsilon_gL/a\simeq\varepsilon_g$. Once the grains dominate the resistance they also take most of the voltage, and for large enough $L$ the enhancement is lost.

## Where the polarization resides

The first step of the argument can be examined by counting charge. Let the barriers block completely, $\sigma_b=0$, and apply a steady voltage. No current flows in the final state, so $E_g=0$ and $E_b=L\bar E/t$. Gauss's law at the face where the field passes from grain to barrier gives the free charge per unit area,

$$q=\varepsilon_0\varepsilon_bE_b-\varepsilon_0\varepsilon_gE_g=\varepsilon_0\varepsilon_b\frac{L}{t}\bar E,$$

and the opposite face of the grain carries $-q$. These charges are a distance $a$ apart, so their dipole moment per unit volume is

$$\frac{qa}{L}=\varepsilon_0\,\varepsilon_b\frac{a}{t}\,\bar E.$$

The bound polarization is $\varepsilon_0(\varepsilon_b-1)E_b$ within the barrier and zero in the field-free grain. Averaged over the period it is $\varepsilon_0(\varepsilon_b-1)\bar E$. Adding the two contributions and dividing by $\varepsilon_0\bar E$ gives

$$\varepsilon_b\frac{a}{t}+(\varepsilon_b-1)=\varepsilon_b\frac{L}{t}-1,\tag{6}$$

which is the apparent susceptibility belonging to equation (5).

Each grain does carry a large induced dipole moment, but it comes from mobile charge collected at opposite faces of the grain, not from molecular or lattice dipoles. No carrier has to cross the grain: a slight shift of the whole carrier population leaves net charge at the faces. Ordinary polarization still has a role. It sets $\varepsilon_b$, and a more polarizable barrier holds more free charge at a given voltage. The geometric factor $L/t$, however, does not depend on it. With $\varepsilon_g=\varepsilon_b=1$ there is no bound polarization anywhere, and the apparent permittivity is still $L/t$.

## Numbers for the disputed spectrum

Round model parameters suffice; they do not represent a particular material. They illustrate the sheet-charge limit, which is not automatic for a real ceramic. For nondegenerate carriers of mobility $\mu$ at temperature $T$, $\lambda=\sqrt{\varepsilon_0\varepsilon_gk_BT\mu/(e\sigma_g)}$. With the values below, $T=300$ K and $\mu=10^{-6}$ m²/(V s), this is 4.3 nm. Screening layers on both sides of each barrier would then lower the plateau from 40 000 to about 28 000, and a higher mobility would lower it further. Take $\varepsilon_g=\varepsilon_b=80$, $\sigma_g=1$ S/m, $\sigma_b=10^{-7}$ S/m and $t=20$ nm. For $L=10$ μm,

$$\varepsilon_b\frac Lt=80\times\frac{10\,000\ \text{nm}}{20\ \text{nm}}=40\,000 .$$

The resistance ratio is $r=5.0\times10^{-5}$, well inside the barrier-dominated regime. Because the two permittivities are equal, $P=\varepsilon_bL$, and for small $r$

$$\tau\simeq\frac{\varepsilon_0\varepsilon_bL}{t\sigma_g}=\frac{(8.854\times10^{-12}\ \text{F/m})(40\,000)}{1\ \text{S/m}}=354\ \text{ns}.$$

The relaxation frequency $1/(2\pi\tau)$ is 449 kHz. By equation (6), free charge contributes $80\times9980/20=39\,920$ to the susceptibility and bound polarization contributes 79. If both permittivities are reduced to 1, the apparent permittivity is 500, of which free charge supplies 499 and vacuum the remaining 1.

The loss tangent $\varepsilon''/\varepsilon'$ also follows. On the plateau with $r\ll1$, $\sigma_{dc}\simeq L\sigma_b/t$ and $\Delta\varepsilon\simeq\varepsilon_s$, so

$$\tan\delta\simeq\frac{\sigma_b}{\omega\varepsilon_0\varepsilon_b}+\omega\tau .$$

The first term is the ratio of the barrier leakage frequency, $\sigma_b/(2\pi\varepsilon_0\varepsilon_b)=22.5$ Hz, to the measuring frequency. At 1 kHz it is 0.0225. The second is $1/449=0.0022$. Their sum, 0.025, is the loss in the disputed data. Below about 22 Hz leakage dominates the current, although $\varepsilon'$ stays on its plateau in this model.

Evaluating equation (1) for four grain periods gives:

| $L$ (μm) | $\varepsilon'$, 1 kHz | Relaxation (kHz) | $\varepsilon'$, 10 MHz |
|---:|---:|---:|---:|
| 1 | 4 000 | 4 494 | 739 |
| 3 | 12 000 | 1 498 | 342 |
| 10 | 39 996 | 449 | 160 |
| 30 | 119 959 | 150 | 107 |

At 1 kHz the permittivity follows equation (5) closely. The largest shortfall, 0.03% of the predicted value at 30 μm, comes mainly from the factor $(1+r)^{-2}\simeq1-2r$. The four samples have the same constituents, yet their apparent permittivities span a factor of 30.

## Why the measuring frequency matters

The last column of the table runs the other way: at 10 MHz the largest grains give the smallest permittivity. The reason is that $\tau$ also grows with grain size. For $r\ll1$, $C\simeq t\sigma_g$ and

$$\tau\simeq\frac{\varepsilon_0}{\sigma_g}\left(\varepsilon_b\frac at+\varepsilon_g\right).$$

A larger grain must deliver its interface charge through a longer resistive path. Well above relaxation, the real part of equation (2) is $\varepsilon'\simeq\varepsilon_\infty+\Delta\varepsilon/(\omega\tau)^2$. With the same $C\simeq t\sigma_g$ and $\sigma_b\ll\sigma_g$, equation (3) reduces to $\Delta\varepsilon\simeq La\varepsilon_b^2/(tP)$. With $\tau\simeq\varepsilon_0P/(t\sigma_g)$ this gives

$$\frac{\Delta\varepsilon}{\tau^2}\simeq\frac{L\,a\,t\,\varepsilon_b^2\sigma_g^2}{\varepsilon_0^2P^3}.$$

For thin barriers $a\simeq L$, $P\simeq L\varepsilon_b$ and $\varepsilon_\infty\simeq\varepsilon_g$, so

$$\varepsilon'\simeq\varepsilon_g+\frac{\sigma_g^2\,t}{\omega^2\varepsilon_0^2\,\varepsilon_b\,L}\qquad(\omega\tau\gg1).\tag{7}$$

The excess over $\varepsilon_g$ now falls as $1/L$. At 30 μm and 10 MHz equation (7) gives $80+27=107$, in agreement with the table. At 1 μm, $\omega\tau$ is only $10\,000/4494=2.2$, so that sample is still within its relaxation step and equation (7) does not yet apply.

A grain-size series taken at one fixed frequency can therefore show a rise, a fall or a mixture of both. Equation (5) applies only to samples that have $r\ll1$ and whose relaxation lies well above the measuring frequency.

## Does the result survive in three dimensions?

Flat layers leave out the barriers that run parallel to the field. Consider instead conducting cubes of side $a$ on a cubic lattice of period $L$, separated by gaps of width $t$, with the field along a cube axis. On the plateau treat the cubes as perfect conductors and the gaps as perfect insulators, and write $f=t/L$ for the barrier fraction.

An upper bound comes from the principle that, at fixed voltage, the true potential minimizes the electrostatic energy. As a trial, let the potential vary only along the field, staying constant through each slab that contains cubes and changing linearly across each gap slab between them. The gap field is $L\bar E/t$ in a fraction $t/L$ of the volume. The trial energy corresponds to the permittivity $\varepsilon_b(L/t)^2(t/L)=\varepsilon_bL/t$, so the true value cannot exceed the layer result.

A lower bound comes from forbidding sideways flux. At fixed total flux the true flux pattern minimizes the energy, so this restriction can only raise the energy and lower the capacitance. The cell then splits into parallel columns. A fraction $(1-f)^2$ of the area passes through a cube and has permittivity $\varepsilon_b/f$; the rest has permittivity $\varepsilon_b$. Adding the columns and dividing by $\varepsilon_b/f$ gives

$$(1-f)^2+f\left[1-(1-f)^2\right]=1-2f+3f^2-f^3,$$

and therefore

$$1-2f+3f^2-f^3\le\frac{\varepsilon_{app}}{\varepsilon_bL/t}\le1.\tag{8}$$

For $L=10$ μm and $t=20$ nm the lower bound is 0.996, so for this geometry the layer formula is too high by at most 0.4% of its own value. Thicker barriers matter more. A finite-volume solution of the potential equation in one eighth of the cell, with $18^3$ mesh cells and a grain-to-barrier contrast of $10^6$, gives ratios of about 0.94, 0.98 and 0.99 for $L/t=10$, 30 and 100. The corresponding lower bounds are 0.83, 0.94 and 0.98.

Real grains also differ in size. For $N$ layers in series with equal barriers, the total thickness is the sum of the periods $L_n$ and the total barrier thickness is $Nt$. The plateau is then

$$\varepsilon_{app}\simeq\varepsilon_b\frac{\sum_nL_n}{Nt}=\varepsilon_b\frac{\langle L\rangle}{t}.$$

In this layered model the relevant size is the mean period. As an example, 2000 grain thicknesses were drawn from a log-normal distribution with median 10 μm and logarithmic standard deviation 0.5. Their mean period is 11.35 μm, and summing the layer impedances at 1 kHz gives $\varepsilon'\simeq4.54\times10^4$, as the mean predicts. Using the median would underestimate it.

In a real polycrystal many boundaries are oblique to the field, and the numerical prefactor changes. Let $S$ be the boundary area per unit volume and $n_z$ the component of the boundary normal along the field. A straight line along the field meets $S\langle|n_z|\rangle$ boundaries per unit length, so the mean intercept is $\ell=1/(S\langle|n_z|\rangle)$. For thin barriers and perfectly conducting grains, take a trial flux that is uniform in the grains and keeps only its normal component inside each barrier. Only the barriers then store energy, which gives $\varepsilon_{app}\ge\varepsilon_b/(tS\langle n_z^2\rangle)$. For randomly oriented boundaries $\langle|n_z|\rangle=1/2$ and $\langle n_z^2\rangle=1/3$, so the plateau is at least $\tfrac32\varepsilon_b\ell/t$. The layer formula then gives the scaling with grain size, but not the exact prefactor. These three-dimensional results concern the plateau only. The single Debye step was derived for flat layers; unequal grains in three dimensions charge their faces through paths of different length, which can broaden the step somewhat.

## What the authors could conclude

The data are compatible with conducting grains of ordinary permittivity separated by thin, poorly conducting barriers, provided that the screening length in the grains is short enough. They therefore do not establish giant dipoles. Nor does the calculation prove that this pellet contains such barriers. It shows that the inference from a large number and a Debye step is not valid, and it suggests measurements that would say more.

The first is a series of pellets with different grain sizes, measured well below every relaxation frequency. A homogeneous material whose intrinsic permittivity does not depend on grain size would give a constant. Barriers of fixed thickness and permittivity that dominate the resistance in every sample would give a value proportional to the mean period, provided that the grain shapes and the relative spread of sizes stay the same.

A constant result would not exclude barriers, because their thickness might change with processing. If $t=L/500$ in every sample, with the other parameters as before, the permittivity at 1 kHz is 39 996 for all four grain periods in the sheet-charge limit. That limit is demanding here, because the thinnest barrier is only 2 nm; with the 4.3 nm screening length estimated above, the values would not be constant. The barrier thickness has to be determined separately in any case.

The second measurement varies the thickness $d$ of the pellet. In the grain model every period contributes alike, so for a pellet many grains thick the apparent permittivity is nearly independent of $d$. If the insulating layers lie instead at the two electrodes, with a barrier-free conducting bulk between them, the same reasoning applies with one period $d$ and total barrier thickness $2t$:

$$\varepsilon_{app}\simeq\varepsilon_b\frac{d}{2t}.$$

With the same parameters at 100 Hz, equation (1) gives $1.00\times10^6$ for $d=0.5$ mm and $1.99\times10^6$ for 1.0 mm. Doubling the sample thickness nearly doubles the apparent permittivity, with no grain boundary involved. These values assume a linear response. Since 1 V across two 20 nm barriers already means a field of 25 MV/m, the test voltage must be kept small and the linearity checked.

I recommend that the reported value be called an apparent permittivity, and that the claim about dipoles be withdrawn unless measurements of this kind exclude interfacial charge as its source.
